# Simple-Cubic Point Dipoles Become Unstable Before the Clausius-Mossotti Divergence: test program

```python
"""
Result under test: undamped point dipoles on a simple cubic lattice first become
unstable in a checkerboard of ferroelectric columns (wavevector M), at
alpha/a^3 = 1/lambda_M near 0.187, before the Clausius-Mossotti value 3/(4 pi).

Symbols: alpha = polarizability volume, a = lattice constant, s = alpha/a^3,
T = dipole field tensor (3 r r - r^2 1)/r^5, lambda = eigenvalue of its lattice
Fourier sum in units of 1/a^3, k = wavevector in units of 1/a.
A mode is stable if s*lambda < 1. Lengths in lattice sums are in units of a.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize
from scipy.sparse.linalg import eigsh
from scipy.special import erfc, k0, zeta

PI = np.pi
IDENTITY = np.eye(3)


def integer_vectors(reach):
    axis = np.arange(-reach, reach + 1)
    return np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T


# Ewald sum of the dipole tensor
ETA = 2.0
ALL_VECTORS = integer_vectors(3).astype(float)
SITES = ALL_VECTORS[np.any(ALL_VECTORS != 0, axis=1)]
DIST = np.linalg.norm(SITES, axis=1)
GAUSS = 2 * ETA / np.sqrt(PI) * np.exp(-(ETA * DIST) ** 2) / DIST**2
ISO = erfc(ETA * DIST) / DIST**3 + GAUSS
ANISO = 3 * erfc(ETA * DIST) / DIST**5 + GAUSS * (2 * ETA**2 + 3 / DIST**2)
REAL_PART = (ANISO[:, None, None] * SITES[:, :, None] * SITES[:, None, :]
             - ISO[:, None, None] * IDENTITY).reshape(-1, 9)


def ewald_tensor(k):
    """Lattice Fourier sum of T; at k = 0 the macroscopic field is zero."""
    k = (np.asarray(k, float) + PI) % (2 * PI) - PI
    total = (np.cos(SITES @ k) @ REAL_PART).reshape(3, 3)
    waves = k + 2 * PI * ALL_VECTORS
    square = np.sum(waves**2, axis=1)
    keep = square > 1e-16
    waves, square = waves[keep], square[keep]
    weight = 4 * PI * np.exp(-square / (4 * ETA**2)) / square
    total = total - (waves * weight[:, None]).T @ waves
    return total + 4 * ETA**3 / (3 * np.sqrt(PI)) * IDENTITY


def mode_values(k):
    return np.linalg.eigvalsh(ewald_tensor(k))


K_M = np.array([PI, PI, 0.0])
K_X = np.array([PI, 0.0, 0.0])
lambda_M = mode_values(K_M)[-1]
lambda_X = mode_values(K_X)[-1]
lambda_X_long = mode_values(K_X)[0]
lambda_uniform = mode_values([0, 0, 0])[-1]

# Test: Ewald sum against the defining lattice sum with a smooth cutoff
far = integer_vectors(36).astype(float)
far = far[np.any(far != 0, axis=1)]
far_r = np.linalg.norm(far, axis=1)
window = np.exp(-(far_r / 16.0) ** 4)
direct_error = 0.0
for k in (K_M, K_X, np.array([2.0, 1.3, 2.6])):
    phase = window * np.cos(far @ k)
    direct = 3 * (far * (phase / far_r**5)[:, None]).T @ far
    direct -= np.sum(phase / far_r**3) * IDENTITY
    direct_error = max(direct_error, np.max(abs(direct - ewald_tensor(k))))
# The finite window smears k slightly, an error of order (1/16)^4 times a derivative
assert direct_error < 1e-3
del far, far_r, window, phase

# Test: long-wave limits of transverse and longitudinal modes
long_wave = mode_values([1e-4, 0, 0])
assert abs(lambda_uniform - 4 * PI / 3) < 1e-9
assert np.allclose(long_wave, [-8 * PI / 3, 4 * PI / 3, 4 * PI / 3], atol=1e-5)


# Column sum with Bessel functions
def column_field(distance):
    return -16 * PI**2 * sum(m * m * k0(2 * PI * m * distance) for m in range(1, 7))


def column_lambda(kx, ky):
    total = 4 * zeta(3)
    for x, y in itertools.product(range(-6, 7), repeat=2):
        if x or y:
            total += np.cos(kx * x + ky * y) * column_field(np.hypot(x, y))
    return total


for kx, ky in ((PI, PI), (PI, 0), (0, 0), (1.1, 2.3)):
    assert abs(column_lambda(kx, ky) - ewald_tensor([kx, ky, 0])[2, 2]) < 1e-8
near_columns = -4 * column_field(1.0)
diagonal_columns = 4 * column_field(np.sqrt(2))
other_columns = lambda_M - 4 * zeta(3) - near_columns - diagonal_columns

# Scan of the Brillouin zone and local refinement
steps = 16
grid = [np.array(c) * PI / steps
        for c in itertools.combinations_with_replacement(range(steps + 1), 3)]
scan = np.array([mode_values(k) for k in grid])
best_k = np.sort(grid[int(np.argmax(scan[:, -1]))])
lowest_k = np.sort(grid[int(np.argmin(scan[:, 0]))])
assert np.allclose(best_k, [0, PI, PI])
assert np.allclose(lowest_k, [0, 0, PI])
rng = np.random.default_rng(5)
for start in rng.uniform(0.3, 3.0, (5, 3)):
    top = minimize(lambda k: -mode_values(k)[-1], start, method="Nelder-Mead")
    low = minimize(lambda k: mode_values(k)[0], start, method="Nelder-Mead")
    assert -top.fun < lambda_M + 1e-8
    assert low.fun > lambda_X_long - 1e-8
s_M, s_X, s_CM = 1 / lambda_M, 1 / lambda_X, 1 / lambda_uniform
assert s_M < s_X < s_CM


# Finite open bars, built from explicit pair interactions
def bar_matrix(shape):
    pos = np.array(list(np.ndindex(*shape)), float)
    sep = pos[:, None, :] - pos[None, :, :]
    r = np.linalg.norm(sep, axis=2)
    np.fill_diagonal(r, np.inf)
    tensor = 3 * sep[..., :, None] * sep[..., None, :] / r[..., None, None] ** 5
    tensor -= IDENTITY / r[..., None, None] ** 3
    return tensor.transpose(0, 2, 1, 3).reshape(3 * len(pos), -1)


bars = [(2, 2, 8), (4, 4, 16), (6, 6, 24)]
bar_lambda = []
for shape in bars:
    matrix = bar_matrix(shape)
    start = rng.normal(size=len(matrix))
    value, vector = eigsh(matrix, k=1, which="LA", v0=start, tol=1e-9)
    bar_lambda.append(value[0])
    if shape == (4, 4, 16):
        medium_bar = matrix
pattern = vector[:, 0].reshape(*bars[-1], 3)
z_weight = np.sum(pattern[..., 2] ** 2)
pz = pattern[..., 2]
along = np.sum(pz[:, :, 1:] * pz[:, :, :-1]) / z_weight
across = np.sum(pz[1:] * pz[:-1]) / z_weight
assert bar_lambda[0] < bar_lambda[1] < bar_lambda[2] < lambda_M
assert bar_lambda[2] > 4 * PI / 3
assert z_weight > 0.9 and along > 0.6 and across < -0.6

# Fixed-point iteration can fail while the energy still has a minimum
s_limit_iteration = 1 / abs(lambda_X_long)
drive = rng.normal(size=len(medium_bar))


def iteration_error(s, count=400):
    target = np.linalg.solve(np.eye(len(drive)) - s * medium_bar, s * drive)
    p = np.zeros_like(drive)
    for _ in range(count):
        p = s * (drive + medium_bar @ p)
    return np.linalg.norm(p - target) / np.linalg.norm(target)


s_good, s_bad = 0.09, 0.17
error_good, error_bad = iteration_error(s_good), iteration_error(s_bad)
bar_stiffness = 1 - s_bad * np.linalg.eigvalsh(medium_bar)[-1]
assert s_good < s_limit_iteration < s_bad < s_M
assert error_good < 1e-8 and error_bad > 1e3 and bar_stiffness > 0

# Thresholds reported by periodic cubic cells of n^3 particles
cell_threshold = {}
for n in (1, 2, 3, 4, 5, 7):
    waves = itertools.combinations_with_replacement(range(n), 3)
    cell_threshold[n] = 1 / max(mode_values(2 * PI * np.array(w) / n)[-1]
                                for w in waves)
assert abs(cell_threshold[1] - s_CM) < 1e-9
assert abs(cell_threshold[2] - s_M) < 1e-9
assert cell_threshold[3] > cell_threshold[5] > cell_threshold[7] > s_M


# Permittivity from the solved uniform response, against Clausius-Mossotti
def permittivity(s):
    return 1 + 4 * PI * s / (1 - s * lambda_uniform)


for s in (0.05, s_M, 0.22):
    x = 4 * PI * s / 3
    assert abs(permittivity(s) - (1 + 2 * x) / (1 - x)) < 1e-6

# Worked example in atomic units
alpha, spacing, frozen_dipole = 10.0, 3.6, 0.1
s_example = alpha / spacing**3
curvature_uniform = 1 / alpha - lambda_uniform / spacing**3
curvature_M = 1 / alpha - lambda_M / spacing**3
energy_M = 0.5 * frozen_dipole**2 * curvature_M
a_M, a_CM = (alpha * lambda_M) ** (1 / 3), (alpha * lambda_uniform) ** (1 / 3)
assert a_CM < spacing < a_M and curvature_uniform > 0 > curvature_M
assert s_example * bar_lambda[-1] > 1

# Thole damping: unit charge smeared with density proportional to exp(-c r^3/alpha)
THOLE = 0.39
near = integer_vectors(4).astype(float)
near = near[np.any(near != 0, axis=1)]


def damped_tensor(r_vec, s):
    r = np.linalg.norm(r_vec, axis=-1)[..., None, None]
    q = THOLE * r**3 / s
    f3, f5 = 1 - np.exp(-q), 1 - (1 + q) * np.exp(-q)
    outer = r_vec[..., :, None] * r_vec[..., None, :]
    return 3 * f5 * outer / r**5 - f3 * IDENTITY / r**3


def smeared_field(r_vec, s):
    r = np.linalg.norm(r_vec)
    return (1 - np.exp(-THOLE * r**3 / s)) * r_vec / r**3


# Test: damped tensor is minus the gradient of the smeared-charge field
point, h = np.array([0.7, -0.4, 0.9]), 1e-5
gradient = np.array([(smeared_field(point + h * e, 0.3)
                      - smeared_field(point - h * e, 0.3)) / (2 * h)
                     for e in IDENTITY])
assert np.allclose(-gradient, damped_tensor(point, 0.3), atol=1e-7)

coarse = [np.array(c) * PI / 8
          for c in itertools.combinations_with_replacement(range(9), 3)]
bare_tensors = np.array([ewald_tensor(k) for k in coarse])
cosines = np.cos(np.array(coarse) @ near.T)
near_r = np.linalg.norm(near, axis=1)[:, None, None]
bare_near = (3 * near[:, :, None] * near[:, None, :] / near_r**5
             - IDENTITY / near_r**3)


def damped_strengths(s):
    change = damped_tensor(near, s) - bare_near
    tensors = bare_tensors + np.tensordot(cosines, change, axes=(1, 0))
    return s * np.linalg.eigvalsh(tensors)[:, -1]


s_range = np.arange(0.05, 1.001, 0.05)
damped_max = np.array([damped_strengths(s).max() for s in s_range])
assert damped_max.max() < 1
change_example = damped_tensor(near, s_example) - bare_near
damped_M = s_example * (ewald_tensor(K_M)
                        + np.tensordot(np.cos(near @ K_M), change_example, 1))[2, 2]
damped_example = damped_strengths(s_example).max()
assert damped_M < 1 < s_example * lambda_M

angstrom = physical_constants["Bohr radius"][0] * 1e10
print(f"lambda, M mode along z: {lambda_M:.5f} (units 1/a^3)")
print(f"lambda, X transverse mode: {lambda_X:.5f} (units 1/a^3)")
print(f"lambda, uniform transverse mode: {lambda_uniform:.5f} (units 1/a^3)")
print(f"lambda, uniform longitudinal limit: {long_wave[0]:.5f} (units 1/a^3)")
print(f"lambda, X longitudinal mode (lowest): {lambda_X_long:.5f} (units 1/a^3)")
print(f"own column, 4 zeta(3): {4 * zeta(3):.5f} (units 1/a^3)")
print(f"four nearest columns at M: {near_columns:+.5f} (units 1/a^3)")
print(f"four diagonal columns at M: {diagonal_columns:+.5f} (units 1/a^3)")
print(f"all other columns at M: {other_columns:+.5f} (units 1/a^3)")
print(f"critical alpha/a^3, M mode: {s_M:.5f} (dimensionless)")
print(f"critical alpha/a^3, X mode: {s_X:.5f} (dimensionless)")
print(f"critical alpha/a^3, Clausius-Mossotti: {s_CM:.5f} (dimensionless)")
print(f"ratio of M to Clausius-Mossotti threshold: {s_M / s_CM:.4f}")
print(f"permittivity at M threshold: {permittivity(s_M):.3f} (relative)")
print(f"largest direct-sum minus Ewald difference: {direct_error:.1e} (1/a^3)")
print(f"zone scan: {len(grid)} wavevectors, step pi/{steps} (1/a)")
for shape, value in zip(bars, bar_lambda):
    print(f"open bar {shape}: lambda {value:.4f}, threshold {1 / value:.4f}")
print(f"largest bar, z share of softest mode: {z_weight:.4f}")
print(f"largest bar, neighbour correlation along z: {along:+.3f}")
print(f"largest bar, neighbour correlation along x: {across:+.3f}")
for n, value in cell_threshold.items():
    print(f"periodic cell {n}x{n}x{n}: threshold {value:.5f} (alpha/a^3)")
print(f"fixed-point iteration limit: {s_limit_iteration:.5f} (alpha/a^3)")
print(f"iteration error at {s_good}, 400 steps: {error_good:.1e} (relative)")
print(f"iteration error at {s_bad}, 400 steps: {error_bad:.1e} (relative)")
print(f"lowest stiffness of that bar at {s_bad}: {bar_stiffness:.4f} (1/alpha)")
print(f"example polarizability: {alpha:.1f} bohr^3")
print(f"example spacing: {spacing:.2f} bohr")
print(f"example alpha/a^3: {s_example:.5f} (dimensionless)")
print(f"example Clausius-Mossotti permittivity: {permittivity(s_example):.2f}")
print(f"example s*lambda, uniform: {s_example * lambda_uniform:.4f}")
print(f"example s*lambda, M: {s_example * lambda_M:.4f}")
print(f"example curvature, uniform: {curvature_uniform:+.5f} bohr^-3")
print(f"example curvature, M: {curvature_M:+.5f} bohr^-3")
print(f"frozen dipole: {frozen_dipole:.1f} e bohr")
print(f"energy change per particle, M pattern: {energy_M:.3e} hartree")
print(f"critical spacing, M: {a_M:.4f} bohr = {a_M * angstrom:.4f} angstrom")
print(f"critical spacing, C-M: {a_CM:.4f} bohr = {a_CM * angstrom:.4f} angstrom")
print(f"Thole parameter: {THOLE:.2f} (dimensionless)")
print(f"example damped s*lambda, M: {damped_M:.4f}")
print(f"example damped s*lambda, largest on grid: {damped_example:.4f}")
print(f"damped scan range of alpha/a^3: {s_range[0]:.2f} to {s_range[-1]:.2f}")
print(f"largest damped s*lambda in scan: {damped_max.max():.4f}")
print(f"reached at alpha/a^3: {s_range[np.argmax(damped_max)]:.2f}")
print("no test failed")
```

It prints:

```
lambda, M mode along z: 5.35358 (units 1/a^3)
lambda, X transverse mode: 4.84372 (units 1/a^3)
lambda, uniform transverse mode: 4.18879 (units 1/a^3)
lambda, uniform longitudinal limit: -8.37758 (units 1/a^3)
lambda, X longitudinal mode (lowest): -9.68744 (units 1/a^3)
own column, 4 zeta(3): 4.80823 (units 1/a^3)
four nearest columns at M: +0.58206 (units 1/a^3)
four diagonal columns at M: -0.03627 (units 1/a^3)
all other columns at M: -0.00044 (units 1/a^3)
critical alpha/a^3, M mode: 0.18679 (dimensionless)
critical alpha/a^3, X mode: 0.20645 (dimensionless)
critical alpha/a^3, Clausius-Mossotti: 0.23873 (dimensionless)
ratio of M to Clausius-Mossotti threshold: 0.7824
permittivity at M threshold: 11.789 (relative)
largest direct-sum minus Ewald difference: 6.1e-05 (1/a^3)
zone scan: 969 wavevectors, step pi/16 (1/a)
open bar (2, 2, 8): lambda 4.8924, threshold 0.2044
open bar (4, 4, 16): lambda 5.2047, threshold 0.1921
open bar (6, 6, 24): lambda 5.2802, threshold 0.1894
largest bar, z share of softest mode: 0.9999
largest bar, neighbour correlation along z: +0.992
largest bar, neighbour correlation along x: -0.901
periodic cell 1x1x1: threshold 0.23873 (alpha/a^3)
periodic cell 2x2x2: threshold 0.18679 (alpha/a^3)
periodic cell 3x3x3: threshold 0.19644 (alpha/a^3)
periodic cell 4x4x4: threshold 0.18679 (alpha/a^3)
periodic cell 5x5x5: threshold 0.19029 (alpha/a^3)
periodic cell 7x7x7: threshold 0.18858 (alpha/a^3)
fixed-point iteration limit: 0.10323 (alpha/a^3)
iteration error at 0.09, 400 steps: 6.7e-16 (relative)
iteration error at 0.17, 400 steps: 1.5e+66 (relative)
lowest stiffness of that bar at 0.17: 0.1152 (1/alpha)
example polarizability: 10.0 bohr^3
example spacing: 3.60 bohr
example alpha/a^3: 0.21433 (dimensionless)
example Clausius-Mossotti permittivity: 27.36
example s*lambda, uniform: 0.8978
example s*lambda, M: 1.1475
example curvature, uniform: +0.01022 bohr^-3
example curvature, M: -0.01475 bohr^-3
frozen dipole: 0.1 e bohr
energy change per particle, M pattern: -7.373e-05 hartree
critical spacing, M: 3.7689 bohr = 1.9944 angstrom
critical spacing, C-M: 3.4729 bohr = 1.8378 angstrom
Thole parameter: 0.39 (dimensionless)
example damped s*lambda, M: 0.5207
example damped s*lambda, largest on grid: 0.5207
damped scan range of alpha/a^3: 0.05 to 1.00
largest damped s*lambda in scan: 0.6945
reached at alpha/a^3: 0.85
no test failed
```
